# Real Contact Area and Load for Exponentially Distributed Pad Asperities

A model polishing pad pressed against a flat wafer at 10 kPa touches it over 0.0806 % of the nominal area. At 40 kPa it touches over 0.3226 %, which is four times as much. The mean pressure inside the contacts is 12.40 MPa in both cases. Yet each contact is elastic, and its area grows only as the 2/3 power of its force: four times the force on one contact gives $4^{2/3}\approx2.5$ times the area. The proportionality must therefore come from the population of contacts. It follows from an exponential distribution of asperity heights, under conditions stated below.

## Model and conventions

In chemical-mechanical planarization a rough polymer pad presses abrasive slurry against a wafer. The Greenwood-Williamson model describes the dry mechanical contact as follows.

- The wafer is flat and rigid. The pad has Young modulus $E$ and Poisson ratio $\nu$, and $E^*=E/(1-\nu^2)$.
- There are $n$ asperities per nominal area, all with spherical tips of radius $R$.
- Contacts are elastic, frictionless and free of adhesion. They do not influence one another, and compression of the pad bulk merely shifts all asperities together.
- Summit heights $z$ have the probability density $\varphi(z)=e^{-z/s}/s$ for $z\ge0$, and zero below.

The wafer plane lies at height $d$ on the same scale. An asperity with $z>d$ touches and is compressed by the overlap $\delta=z-d$. Nominal pressure $p$ is load divided by nominal area, and $\eta$ is real contact area divided by nominal area. Sums over asperities are replaced by averages, which supposes many contacts. The result to be derived is

$$\eta=\frac{p}{p_r},\qquad p_r=E^*\sqrt{\frac{s}{\pi R}},\qquad d\ge0 .$$

Lengths are in µm and stresses in MPa, so forces come out in µN.

## One elastic contact

The one result taken from elasticity is the normal displacement of a half-space surface at distance $q$ from a normal point force $P$, namely $P/(\pi E^*q)$. Near its tip the asperity is treated as such a half-space, which requires the contact radius $a$ to be small compared with $R$. The undeformed tip lies $r^2/(2R)$ below its summit at distance $r$ from the axis, so contact with the flat wafer requires the displacement

$$u(r)=\delta-\frac{r^2}{2R},\qquad r\le a .$$

Try the pressure $p_c(r)=p_0\sqrt{1-r^2/a^2}$. Use polar coordinates $(q,\theta)$ centred on the field point. The area element $q\,dq\,d\theta$ cancels the factor $1/q$ of the point-force law. A source point lies at squared distance $r^2+q^2+2rq\cos\theta$ from the axis, so that along a ray

$$p_c=\frac{p_0}{a}\sqrt{c^2-(q+r\cos\theta)^2},\qquad c^2=a^2-r^2\sin^2\theta .$$

The rays at $\theta$ and $\theta+\pi$ together form a full chord of half-length $c$. The integral of the square root along it is the area of a half-disc, $\pi c^2/2$. It remains to integrate over $0<\theta<\pi$:

$$u(r)=\frac{1}{\pi E^*}\frac{p_0}{a}\,\frac{\pi}{2}\int_0^{\pi}(a^2-r^2\sin^2\theta)\,d\theta
=\frac{\pi p_0}{4E^*a}(2a^2-r^2),$$

because $\int_0^\pi\sin^2\theta\,d\theta=\pi/2$. This has the required parabolic form. Equating the coefficients of $r^2$ and then the constants gives

$$p_0=\frac{2E^*a}{\pi R},\qquad \delta=\frac{\pi p_0a}{2E^*}=\frac{a^2}{R}.$$

The contact area is therefore $\pi a^2=\pi R\delta$. For the force, substitute $w=1-r^2/a^2$:

$$f=\int_0^a2\pi r\,p_c\,dr=\pi a^2p_0\int_0^1\sqrt w\,dw=\frac23\pi a^2p_0=\frac43E^*\sqrt R\,\delta^{3/2}.$$

The surfaces must also stay apart outside the contact. For $r>a$, only lines with $|\sin\theta|<a/r$ cross the loaded disc, and the same chord argument gives

$$u(r)=\frac{p_0}{2E^*a}\int_{-\theta_m}^{\theta_m}(a^2-r^2\sin^2\theta)\,d\theta,\qquad \sin\theta_m=\frac ar .$$

The integrand vanishes at the limits, so their motion does not contribute to the derivative:

$$\frac{du}{dr}=-\frac{p_0r}{E^*a}\int_{-\theta_m}^{\theta_m}\sin^2\theta\,d\theta>-\frac{\pi p_0r}{2E^*a}=-\frac rR .$$

The inequality holds because $\theta_m<\pi/2$. The gap $u+r^2/(2R)-\delta$ is zero at $r=a$ and has positive slope beyond it, so the solution is admissible.

## Sum over the asperities

For any height density, adding the contacts gives

$$\eta=\pi nR\int_d^\infty(z-d)\varphi(z)\,dz,\qquad
p=\frac43nE^*\sqrt R\int_d^\infty(z-d)^{3/2}\varphi(z)\,dz .$$

Set $z=d+\delta$. For the exponential density and $d\ge0$,

$$\varphi(d+\delta)=e^{-d/s}\,\frac{e^{-\delta/s}}{s}.$$

The separation enters through a prefactor alone. A fraction $e^{-d/s}$ of all asperities touches, and the overlaps of those that touch have the density $e^{-\delta/s}/s$ whatever $d$ is. When the wafer comes closer every existing contact grows, but new small contacts appear at just the rate that keeps the distribution of sizes unchanged. More load means more contacts of the same average kind.

The two remaining integrals are

$$\int_0^\infty\delta\,\frac{e^{-\delta/s}}s\,d\delta=s,\qquad
\int_0^\infty\delta^{3/2}\frac{e^{-\delta/s}}s\,d\delta=\Gamma(\tfrac52)\,s^{3/2}=\frac{3\sqrt\pi}{4}s^{3/2}.$$

The factor $4/3$ in the force cancels the $3/4$ of the Gamma function, which leaves

$$\eta=\pi nRs\,e^{-d/s},\qquad p=p_{\rm lim}\,e^{-d/s},\qquad p_{\rm lim}=\sqrt\pi\,nE^*\sqrt R\,s^{3/2}.$$

Dividing $p$ by $\eta$ removes both $n$ and $d$ and gives $p_r=E^*\sqrt{s/(\pi R)}$. The condition $d\ge0$ is the same as $p\le p_{\rm lim}$. Inverting the load gives $d=s\ln(p_{\rm lim}/p)$. Since $a=\sqrt{R\delta}$, the mean contact radius is $\sqrt{Rs}\,\Gamma(3/2)=\tfrac12\sqrt{\pi Rs}$, also independent of load.

## Worked numbers

The parameters are round values: $E=100$ MPa, $\nu=0.3$, $R=50$ µm, $s=2$ µm and $n=200$ per mm². Then

$$E^*=\frac{100}{1-0.09}=109.9\ \text{MPa},\qquad p_r=109.9\sqrt{\frac{2}{50\pi}}=12.40\ \text{MPa}.$$

At $d=0$ the area fraction is $\pi nRs=6.28\,\%$, so $p_{\rm lim}=0.0628\times12.40=0.779$ MPa. A nominal pressure of 20 kPa is well inside the range. It gives

$$d=2\ln\frac{0.779}{0.020}=7.3\ \text{µm},\qquad \eta=\frac{0.020}{12.40}=0.161\,\% .$$

The density of contacts is $200\times0.020/0.779=5.13$ per mm². Their mean radius is 8.86 µm and their mean force $p_{\rm lim}/n=3.90$ mN. As a balance, $5.13\times3.90=20.0$ mN per mm², which is 20 kPa. The ratio of mean contact radius to $R$ is 0.18, so the small-contact condition holds moderately well for a typical contact. Large contacts carry more than their share of the load, however. Weighted by force, the mean ratio is $\sqrt{s/R}\,\Gamma(3)/\Gamma(\tfrac52)=0.30$, and for these contacts the condition is met less well.

With few contacts, the ratio of load to area scatters from one patch to the next. For $N$ contacts let $x=\delta^{3/2}/(\Gamma(\tfrac52)s^{3/2})$ and $y=\delta/s$, both of mean 1. The ratio divided by $p_r$ is $\bar x/\bar y\approx1+\bar x-\bar y$ for large $N$, with variance

$$\frac1N\left[\frac{\Gamma(4)}{\Gamma(5/2)^2}-2\,\frac{\Gamma(7/2)}{\Gamma(5/2)}+\Gamma(3)\right]=\frac1N\left[\frac{32}{3\pi}-5+2\right]=\frac{0.395}{N}.$$

The relative scatter is thus $0.63/\sqrt N$. For 1 cm² at 20 kPa, $N\approx513$ and the scatter is about 3 %. A random sample of two million heights shows the same behaviour. At $d=3s$ about $10^5$ of them touch, the expected scatter is 0.2 %, and the sampled ratio is 12.377 MPa, which is 0.2 % below $p_r$.

## Other contact laws and the removal rate

The shift property does not depend on Hertz's law. Let $w(\delta)$ be any quantity fixed by the overlap of a contact, with a finite average $\langle w\rangle=\int_0^\infty w\,e^{-\delta/s}d\delta/s$. Its total per nominal area is

$$W=n\,e^{-d/s}\langle w\rangle .$$

If the load is such a sum too, all these totals are proportional to one another. With Hertz forces $W=n\langle w\rangle\,p/p_{\rm lim}$.

A softened contact illustrates this. Let the force follow Hertz up to $\delta=2$ µm and continue along the tangent beyond, with the area still $\pi R\delta$. The mean real pressure falls to 10.45 MPa, and it has this value both at $d=0$ and at $d=3s$. Softening changes the constant and leaves the proportionality intact. For a contact that deforms permanently this covers first loading alone, since on unloading the force is no longer a function of $\delta$.

Suppose now that at fixed sliding speed each contact removes wafer material at a rate $w(\delta)$, and that slurry supply does not change with load. For exponential heights and $p\le p_{\rm lim}$ the removal rate is then linear in $p$ for any $w$ with a finite average, which is the pressure dependence of Preston's equation. The inference does not run backwards. If $w$ is proportional to the force on the contact, the total is proportional to load for any height distribution, so a linear removal rate is no evidence for exponential heights.

## The exponential is also necessary

Suppose that Hertz contacts give $p=p_r\eta$ with constant $p_r$ for all $d\ge d_0$, with finite nonzero load and continuous $\varphi$ there. Define, for $\alpha>0$,

$$I^\alpha\varphi(d)=\frac1{\Gamma(\alpha)}\int_d^\infty(z-d)^{\alpha-1}\varphi(z)\,dz .$$

Two such operations combine simply. In $I^\alpha I^\beta\varphi$ the order of integration may be exchanged because nothing is negative, and the inner integral is a Beta integral:

$$\int_d^z(y-d)^{\alpha-1}(z-y)^{\beta-1}dy=(z-d)^{\alpha+\beta-1}\frac{\Gamma(\alpha)\Gamma(\beta)}{\Gamma(\alpha+\beta)} .$$

Hence $I^\alpha I^\beta=I^{\alpha+\beta}$. Write $g=I^2\varphi$. The sums over contacts become

$$\eta=\pi nR\,g,\qquad p=\sqrt\pi\,nE^*\sqrt R\;I^{5/2}\varphi=\sqrt\pi\,nE^*\sqrt R\;I^{1/2}g .$$

Proportionality then reads $I^{1/2}g=kg$ with $k=p_r\sqrt{\pi R}/E^*$. Applying $I^{1/2}$ once more gives

$$\int_d^\infty g(z)\,dz=I^1g=k\,I^{1/2}g=k^2g(d).$$

Differentiation with respect to $d$ gives $-g=k^2g'$, so $g\propto e^{-d/k^2}$. Since $g''=\varphi$, the heights above $d_0$ are exponential with $s=k^2$, and this reproduces the formula for $p_r$.

Heights below $d_0$ remain arbitrary, because those asperities never touch in the range considered. If a measured distribution is exponential only above some level, measure $d$ from that level and let $n$ count only the asperities above it. The formulas for $d\ge0$ then hold unchanged.

## Where proportionality fails

**Beyond the load limit.** For $p>p_{\rm lim}$ the plane lies at $d=-ts$ with $t>0$. Every asperity touches and no new contacts can form. The mean overlap is $s(1+t)$, so $\eta=\pi nRs(1+t)$. The overlaps start at $ts$ and have density $e^{t}e^{-\delta/s}/s$, which gives

$$p=p_{\rm lim}\,e^tQ(\tfrac52,t),\qquad \frac p\eta=p_r\,\frac{e^tQ(\frac52,t)}{1+t},$$

where $Q(b,t)=\Gamma(b,t)/\Gamma(b)$ is the regularized upper incomplete Gamma function. For small $t$ the correction factor is $1+t^2/2$ to leading order, so the departure sets in gently. The next term, $-t^{5/2}/\Gamma(\tfrac72)$, follows closely, and the leading term serves only for $t\lesssim0.05$: at $t=0.5$ it gives 1.125 against the exact 1.058. At $t=1$ the nominal pressure is 1.80 MPa and the real pressure 14.3 MPa, 15 % above $p_r$. For large $t$ the relative spread of the overlaps vanishes, and in these formulas the area follows the 2/3 power of load, as for a single contact. The limit is a formal one: at $t=5$ the area fraction would already be 38 % and a typical contact radius about half of $R$, so neither the independence of contacts nor the small-contact condition can be relied on.

**A highest asperity.** Let the exponential end at height $h$, and set $t=(h-d)/s$. Both integrals now stop at $\delta=ts$, and the normalization cancels in their ratio:

$$\frac p\eta=p_r\,\frac{P(\frac52,t)}{P(2,t)},\qquad P=1-Q .$$

For small $t$, $P(b,t)\approx t^b/\Gamma(b+1)$. Then $p\propto t^{5/2}$ and $\eta\propto t^2$, so $\eta\propto p^{4/5}$ at light load. A cutoff thus spoils the law at low pressure, where it might seem safest.

Take $h=5s=10$ µm with the other parameters unchanged. The real pressure is 8.8, 9.5 and 10.2 MPa at 10, 20 and 40 kPa, and the mean exponent of area against load over this range is 0.89. At 20 kPa the real pressure is 23 % below $p_r$, although the cutoff removes only $e^{-5}=0.7\,\%$ of the asperities. The reason is that in the uncut case only $5.13/200=2.6\,\%$ of them touch at this pressure, and about a quarter of these stand higher than $h$. Being the most strongly compressed, they carry the share $Q(\frac52,(h-d)/s)=Q(\frac52,1.34)\approx0.75$ of the load.

**Gaussian heights.** Take a standard deviation $\sigma=2$ µm, equal to that of the exponential, measure $d$ from the mean height, and keep $n$, $R$ and $E^*$. The real pressure is 7.7, 8.0 and 8.4 MPa at the three loads, with mean exponent 0.93. Area is nearly proportional to load, but the constant is about a third below that of the exponential. The slow rise can be read from the tail,

$$\varphi(d+\delta)=\varphi(d)\exp\left(-\frac{d\,\delta}{\sigma^2}-\frac{\delta^2}{2\sigma^2}\right).$$

For $d\gg\sigma$ the quadratic term is negligible and the tail acts as an exponential of scale $\sigma^2/d$. A larger load lowers $d$, lengthens this scale and raises the real pressure. As a quantitative estimate this is poor here. At 20 kPa, $d=2.73$ µm gives a scale of 1.47 µm and a real pressure of $12.40\sqrt{1.47/2}=10.6$ MPa, a third above the computed 8.0 MPa.

## Comparison with real pads

Polishing pressures are typically some tens of kPa, and pads are commonly porous polyurethane, for which a modulus of order 100 MPa and roughness of a few µm are plausible. The tip radius and asperity density used here are less certain, and should be fitted to the pad at hand. Real pads break several assumptions. Conditioning and wear limit the tallest summits, and the cutoff example shows that this can lower the real pressure by some 20 %. The contacts need not stay elastic. The peak pressure $p_0=2E^*a/(\pi R)$ is 21 MPa at the force-weighted ratio $a/R=0.30$, a fifth of $E$. Yield begins near $p_0\approx0.6$ times the indentation hardness. For a hardness of $E/5$ the contacts past this point carry about 92 % of the load, and for $E/10$ the value $p_r=12.4$ MPa would exceed the hardness itself. The elastic $p_r$ applies only if it is well below the hardness of the pad. In fully plastic contact the real pressure is set by the hardness, and on first loading area is proportional to load for any height distribution. The slurry film can also carry or add part of the load, which the dry model ignores. In the elastic case, wetting and heating change the modulus, and $p_r$ changes in the same proportion. Tip radii vary, which leaves the proportionality intact if radius and height are independent: every radius class then carries the same factor $e^{-d/s}$. Neighbouring contacts also interact. At 20 kPa their typical spacing is 441 µm, and one average neighbour at that distance depresses the surface by $3900/(\pi\times109.9\times441)=0.026$ µm, about 1 % of the mean overlap. This is the share of a single neighbour. Randomly placed contacts often lie closer, and the shifts from many neighbours add up, so the total disturbance of an individual overlap is larger. Clustered summits would interact more strongly still.

## Use in a process model

Given $p$, first check that $p\le p_{\rm lim}$; then $\eta=p/p_r$ and $d=s\ln(p_{\rm lim}/p)$. The scale $s$ should be fitted to the heights that touch. At 20 kPa these are the top 2.6 % in the example, and a fit dominated by the other 97 % says little about them.

The same shift property gives the load sharing on a patterned wafer. Let raised areas cover a fraction $\rho$, with the recessed areas lower by a step $H$. Suppose that contacts at the edges of features can be neglected and that the pad bulk does not bend into the recesses. Asperities facing a recess see the separation $d+H$, so the local pressures satisfy

$$p_{\rm low}=p_{\rm high}\,e^{-H/s},\qquad p_{\rm high}=\frac{p}{\rho+(1-\rho)e^{-H/s}} .$$

The second relation follows from $p=\rho\,p_{\rm high}+(1-\rho)\,p_{\rm low}$. It holds for $p_{\rm high}\le p_{\rm lim}$. For $H\ll s$ the two levels carry almost equal pressure, and planarization is slow. When $H$ is large enough that $(1-\rho)e^{-H/s}\ll\rho$, the raised areas carry nearly all the load, with $p_{\rm high}\approx p/\rho$. Sparse raised areas need a larger step for this. Within this model, and for wide features only, the height scale that fixes the real contact pressure therefore also sets the step height below which the pad discriminates poorly between levels. If removal is proportional to local pressure, a step with $H\ll s$ shrinks by a factor $e$ for each thickness $s$ removed from the raised level, so a tenfold reduction costs $s\ln10=4.6$ µm in the example. This is not a rule for the sub-micrometre steps and narrow features of a chip, which the asperity tips cannot enter freely. Edge contacts can be neglected only in recesses much wider than the reach of a rounded tip. An asperity centred over a recess, at distance $x$ from the edge, touches that edge once its summit passes the raised level by $x^2/(2R)$. For a summit that passes it by $s$, the reach is $\sqrt{2Rs}=14$ µm on each side, so recesses a few tens of µm wide lie outside this estimate. With deep steps few asperities reach the floor, and edge contacts then matter in wider recesses too. Edge contacts load the raised areas, which act as if widened by several µm at each edge, so the raised areas must also be much wider than the reach.

The numerical output below lists the values for all three height distributions.

## Numbers as computed

```
Young modulus E = 100.0 MPa, Poisson ratio = 0.30
effective modulus E* = 109.890 MPa
tip radius R = 50.0 um, height scale s = 2.0 um
asperity density n = 200 per mm^2
Hertz displacement, largest relative error = 6.7e-16
mean real pressure p_r = 12.3998 MPa
limit of nominal pressure p_lim = 0.7791 MPa
real area fraction at that limit = 6.283 %
mean contact radius = 8.862 um
mean contact radius / R = 0.1772
mean force per contact = 3.8955 mN
exponential, p = 10 kPa: d = 8.711 um, area = 0.0806 %, p_real = 12.400 MPa
exponential, p = 20 kPa: d = 7.325 um, area = 0.1613 %, p_real = 12.400 MPa
exponential, p = 40 kPa: d = 5.939 um, area = 0.3226 %, p_real = 12.400 MPa
exponential: area-load exponent, 10 to 40 kPa = 1.0000
Gaussian, p = 10 kPa: d = 3.296 um, area = 0.1303 %, p_real = 7.674 MPa
Gaussian, p = 20 kPa: d = 2.726 um, area = 0.2498 %, p_real = 8.005 MPa
Gaussian, p = 40 kPa: d = 2.099 um, area = 0.4759 %, p_real = 8.405 MPa
Gaussian: area-load exponent, 10 to 40 kPa = 0.9344
cut exponential, p = 10 kPa: d = 6.648 um, area = 0.1137 %, p_real = 8.795 MPa
cut exponential, p = 20 kPa: d = 5.842 um, area = 0.2096 %, p_real = 9.540 MPa
cut exponential, p = 40 kPa: d = 4.913 um, area = 0.3914 %, p_real = 10.220 MPa
cut exponential: area-load exponent, 10 to 40 kPa = 0.8917
exponential, p = 10 kPa: contacts = 2.567 per mm^2, spacing = 624 um
exponential, p = 20 kPa: contacts = 5.134 per mm^2, spacing = 441 um
exponential, p = 40 kPa: contacts = 10.268 per mm^2, spacing = 312 um
random asperities, d = 0 s: p_real = 12.395 MPa
random asperities, d = 1 s: p_real = 12.392 MPa
random asperities, d = 2 s: p_real = 12.384 MPa
random asperities, d = 3 s: p_real = 12.377 MPa
softened force law, yield overlap = 2.0 um: p_real = 10.4493 MPa at d = 0, 10.4493 MPa at d = 3 s
perimeter per load = 0.01429 um/uN at d = 0, 0.01429 um/uN at d = 3 s
past the limit, d = -0.5 s: p = 1.2364 MPa, p_real = 13.119 MPa, p_real/p_r = 1.0580
past the limit, d = -1.0 s: p = 1.7983 MPa, p_real = 14.311 MPa, p_real/p_r = 1.1541
past the limit, d = -2.0 s: p = 3.1629 MPa, p_real = 16.780 MPa, p_real/p_r = 1.3532
```
